# Closest approach of 100 keV boron to silicon, and point nuclei

## A distant screen with a near effect

When a 100 keV boron atom meets a silicon atom at rest head on, bare Coulomb repulsion between the nuclei would stop their approach at 1.405 pm. A standard screened potential lets them come to 1.269 pm, which is 9.6 % closer. Yet the screening length in that potential is 14.27 pm, eleven times the distance reached. Why do electrons spread over so much larger a region still matter at the ten per cent level?

The answer is the first correction in an expansion for close collisions. The same expansion shows how far the nuclei stay from touching, and so whether the interatomic potential may treat them as points. Three lengths are involved: the summed nuclear radii $R$, the closest approach $r_{\min}$ and the screening length $a$. The analysis applies when

$$R\ll r_{\min}\ll a .$$

The right-hand inequality controls the electronic correction, the left-hand one the nuclear correction.

Lengths are in pm, nuclear radii in fm (1 pm = 1000 fm), and energies in keV or eV. The nuclei move classically and nonrelativistically until the wave correction is examined. The boron speed is 0.0044 of the speed of light. The numerical output below collects the values.

## Leading order: two bare charges

Let boron have mass $M_1$, charge number $Z_1=5$ and speed $v$, and silicon mass $M_2$ and charge number $Z_2=14$. At closest approach the separation is momentarily constant, so both atoms have the same velocity $V$. Momentum conservation gives

$$M_1v=(M_1+M_2)V .$$

The kinetic energy left in this common motion is

$$\frac{(M_1+M_2)V^2}{2}=\frac{M_1^2v^2}{2(M_1+M_2)}=E\,\frac{M_1}{M_1+M_2},\qquad E=\frac{M_1v^2}{2}.$$

Only the remainder can be turned into potential energy:

$$E_c=E-E\frac{M_1}{M_1+M_2}=E\,\frac{M_2}{M_1+M_2}.$$

For boron-11 and silicon-28,

$$E_c=100\times\frac{27.977}{11.009+27.977}=71.76\ \text{keV}.$$

The other 28.24 keV stays in the common motion.

Write the repulsion of the bare nuclei as $K/r$, with

$$K=\frac{e^2}{4\pi\varepsilon_0}Z_1Z_2=1.43996\times70=100.80\ \text{keV pm}.$$

Setting $K/d=E_c$ gives the leading-order distance

$$d=\frac{K}{E_c}=\frac{100.80}{71.76}=1.405\ \text{pm}.$$

This is not a safe lower estimate, because the electrons weaken the repulsion and let the nuclei come closer.

## First correction: a constant energy

At separations small compared with the electron cloud, most of the electrons see nearly a single nucleus of charge $5+14=19$, that of potassium. Their energy then approaches that of the potassium atom, $E_{\rm K}$. Far apart it was $E_{\rm B}+E_{\rm Si}$. If the electrons follow the nuclei in their ground state, the interatomic potential at small $r$ is therefore

$$V(r)\simeq\frac{K}{r}-D,\qquad D=E_{\rm B}+E_{\rm Si}-E_{\rm K}.$$

All three atomic energies are negative, and potassium's lies below the sum of the other two, as the values below show, so $D$ is positive. The electrons release this energy as the atoms merge, and it helps to drive the nuclei together. To this order it is a constant, which explains its reach: the cloud need not be small to contribute, since the potential it supplies is nearly uniform over the short distance between the nuclei.

Setting $V(r)=E_c$ gives

$$\frac{K}{r}=E_c+D,\qquad r=\frac{K}{E_c+D}=\frac{d}{1+D/E_c}.$$

For $D\ll E_c$ the geometric series gives

$$r=d\left(1-\frac{D}{E_c}+\dots\right).$$

Unrestricted Hartree–Fock energies of the atoms are −24.53 hartree for boron, −288.85 hartree for silicon and −599.16 hartree for potassium. Hence $D=285.78$ hartree, or 7.78 keV, and $D/E_c=0.108$. The first-order distance is $1.405\times(1-0.108)=1.25$ pm, while the undivided fraction gives

$$\frac{100.80}{71.76+7.78}=1.267\ \text{pm}.$$

The fraction is preferable because it solves the two-term potential without a further expansion. It also has a second meaning.

## The corrected formula is a lower bound

Suppose the electrons do not stay in their ground state. Let the nuclei be at $\mathbf A$ and $\mathbf B$, and let $T$ and $W$ be the kinetic energy and mutual repulsion of the 19 electrons. In Hartree atomic units, the electronic Hamiltonian without the nuclear repulsion is

$$H=T+W-\sum_i\frac{Z_1}{|\mathbf x_i-\mathbf A|}-\sum_i\frac{Z_2}{|\mathbf x_i-\mathbf B|}.$$

Let $H_A$ be the Hamiltonian with the whole charge $Z=Z_1+Z_2$ at $\mathbf A$, and $H_B$ the one with it at $\mathbf B$. With $t=Z_1/Z$,

$$H=tH_A+(1-t)H_B .$$

The weights add to one, so $T+W$ appears once. The charge at $\mathbf A$ is $tZ=Z_1$ and that at $\mathbf B$ is $(1-t)Z=Z_2$, as required.

Both $H_A$ and $H_B$ describe a potassium atom, with ground energy $E_{\rm K}$. By the variational principle, neither can have a mean value below $E_{\rm K}$ in any electronic state. Therefore

$$\langle H\rangle\ge tE_{\rm K}+(1-t)E_{\rm K}=E_{\rm K}.$$

For atoms that start in their ground states, energy conservation in the centre-of-mass frame reads

$$\text{(nuclear kinetic energy)}+\frac Kr+\langle H\rangle=E_c+E_{\rm B}+E_{\rm Si}.$$

The first term is not negative, and $\langle H\rangle\ge E_{\rm K}$. Hence

$$\frac Kr\le E_c+D,\qquad r_{\min}\ge\frac{K}{E_c+D}.$$

Excited and ejected electrons are covered, because no assumption was made about the electronic state. The bound concerns an isolated pair with classical nuclei.

The number 1.267 pm is an estimate of this bound, since Hartree–Fock theory leaves out electron correlation and the calculation is nonrelativistic. A scalar-relativistic treatment of the three atoms raises $D$ to 7.82 keV, which leaves the bound at 1.267 pm after rounding. The conclusion has ample room for both omissions. To bring the bound down to $100R$, $D$ would have to be 87.9 keV, eleven times the calculated value.

## Beyond the constant: the screened potential

The Ziegler–Biersack–Littmark (ZBL) potential multiplies the bare repulsion by a fitted screening function, with screening length $a=46.85\ \text{pm}/(Z_1^{0.23}+Z_2^{0.23})=14.27$ pm for this pair:

$$V(r)=\frac Kr\,\phi\!\left(\frac ra\right),$$

$$\phi(x)=0.18175e^{-3.19980x}+0.50986e^{-0.94229x}+0.28022e^{-0.40290x}+0.02817e^{-0.20162x}.$$

Expanding each exponential for small $x$ gives

$$\phi(x)=1-sx+\frac c2x^2+\dots$$

Here $s$ is the sum of coefficient times rate, and $c$ the sum of coefficient times rate squared:

$$s=0.5816+0.4804+0.1129+0.0057=1.181,$$

$$c=1.861+0.453+0.045+0.001=2.360.$$

The first two terms of the potential are $K/r-sK/a$. The fitted function thus contains its own constant release,

$$\frac{sK}{a}=\frac{1.181\times100.80}{14.27}=8.34\ \text{keV},$$

about 7 % above the Hartree–Fock $D$.

To see how well the series converges, put $y=r_{\min}/d$ and $\delta=d/a=1.405/14.27=0.0984$. Since $K=E_cd$, the condition $V=E_c$ becomes $y=\phi(\delta y)$, or

$$y=1-s\delta y+\frac c2\delta^2y^2+\dots$$

Insert $y=1+y_1\delta+y_2\delta^2+\dots$ and compare powers of $\delta$. The first power gives $y_1=-s$. The second gives $y_2=-sy_1+c/2=s^2+c/2$. Thus

$$\frac{r_{\min}}d=1-s\delta+\left(s^2+\frac c2\right)\delta^2+\dots$$

The successive sums are 1, 0.884 and 0.909, while the numerical root is 0.9036. Relative to that root, the errors are 11 %, 2.2 % and 0.6 %. The first correction therefore gives the rough size of the screening effect, but overshoots it by about a fifth: 0.116 against 0.096. It also answers the opening question: the relative change is about $s\delta$, not an exponentially small quantity, and $s\delta=0.116$ is not negligible.

The root corresponds to $r_{\min}=1.269$ pm. Integrating Newton's equations for both atoms in the laboratory frame, with the same potential, gives the same distance to the printed digits.

A separate Hartree–Fock calculation placed 19 electrons around two distinct charges, 5 and 14, near the turning point. The release was 7.42 keV, giving

$$\frac{100.80}{71.76+7.42}=1.273\ \text{pm}.$$

This differs from the ZBL distance by 0.3 %. The basis was centred at a single point between the nuclei; adding tight functions on each nucleus raises the release by less than 0.01 keV and leaves the distance at 1.273 pm. The release is about 0.35 keV below its united-atom value, so the electrons do notice that the charge is divided. A hydrogen-like estimate puts the innermost orbital radius at $52.9/19=2.8$ pm, only about twice the nuclear separation. First-order perturbation theory with the potassium orbitals held fixed gives a rise of 0.42 keV, about nine tenths of it from the 1s shell; relaxation of the orbitals lowers the total to the value above.

## Nuclear size: the other small parameter

The rough rule $1.2\,A^{1/3}$ fm, with $A$ the mass number, gives radii $R_1=2.67$ fm for boron-11 and $R_2=3.64$ fm for silicon-28. Their sum is $R=6.31$ fm, so

$$\frac{r_{\min}}R=\frac{1269}{6.31}=201.$$

The estimated lower bound also gives 201 after rounding. The rule is rough for such light nuclei. Uniform spheres matched to the measured charge radii (root mean square 2.41 and 3.12 fm) have radii that sum to 7.14 fm, which lowers the ratio to 178. With either choice the closest approach exceeds the summed radii more than a hundredfold.

This ratio alone does not say how large the error of point nuclei is. For spherical nuclei that do not overlap, there is no electrostatic error in the repulsion between the nuclei themselves. By Gauss's law, the field outside a spherical charge is that of a point at its centre. The second nucleus may therefore be placed in the field of a point. By the equality of action and reaction, the total force on it equals the force it exerts on that point, so it too acts as a point. Direct integration over two uniformly charged balls, at 1.5 times their summed radii, reproduced the point interaction to a relative deviation of $6\times10^{-14}$.

An error can come from a non-spherical shape. Treat each charge distribution as frozen and measure positions $\mathbf s_1$ and $\mathbf s_2$ from the two charge centres. Let $\mathbf n$ be the unit vector from the first centre to the second, and $\mathbf u=\mathbf s_1-\mathbf s_2$. Then

$$\frac1{|r\mathbf n-\mathbf u|}=\frac1r+\frac{\mathbf n\cdot\mathbf u}{r^2}+\frac{3(\mathbf n\cdot\mathbf u)^2-u^2}{2r^3}+\dots$$

On averaging over both charges, the second term vanishes because each position has zero mean. The products of $\mathbf s_1$ with $\mathbf s_2$ in the third term vanish for the same reason. What remains is one contribution from each nucleus. Since $[3(\mathbf n\cdot\mathbf s)^2-s^2]/2$ lies between $-s^2/2$ and $s^2$, and $s$ is taken not to exceed the nuclear radius estimated above, the leading relative correction is at most

$$\frac{R_1^2+R_2^2}{r_{\min}^2}=\frac{2.67^2+3.64^2}{1269^2}=1.27\times10^{-5}.$$

The bare repulsion at this distance is $100.80/1.269=79.4$ keV, so the correction is at most about 1 eV, or 1.3 eV with the larger radii matched to measured charge radii. The electrons also penetrate the nuclei slightly; a first-order estimate puts that change of the potential below 0.01 eV. The nuclear correction is quadratic in a very small ratio, whereas the electronic one is linear in a moderate ratio. This is why screening must be kept and nuclear shape may be dropped.

Nuclear forces remain. With a rough range of 2 fm and a gap of $1269-6=1263$ fm between the surfaces, exponential decay gives a factor $e^{-1263/2}\approx10^{-274}$. They play no part at this distance.

## How sharp is the turning point?

The nuclei are waves, and their motion does not stop abruptly. For relative motion with reduced mass $\mu$ and no angular momentum, the radial wave $u(r)$ obeys

$$\frac{\hbar^2}{2\mu}u''=(V-E_c)u .$$

Near the turning point $V-E_c\simeq-F(r-r_{\min})$, where $F$ is the repulsive force there. Put $r=r_{\min}-l\xi$, so that $\xi$ is positive on the forbidden side. The equation becomes

$$\frac{d^2u}{d\xi^2}=\frac{2\mu Fl^3}{\hbar^2}\,\xi u .$$

Choosing $l$ to make the factor unity gives

$$l=\left(\frac{\hbar^2}{2\mu F}\right)^{1/3}.$$

This is the natural width of the blur. Here it is 35 fm, or 2.8 % of $r_{\min}$. It exceeds the difference between the ZBL and Hartree–Fock distances, so for electrons that follow in their ground state the result is best quoted as 1.27 pm with a quantum blur of about 0.03 pm. Electrons that cannot follow release less energy, which makes the distance somewhat larger.

Further inside, the wave decays at the local rate $\kappa=\sqrt{2\mu(V-E_c)}/\hbar$. Between the turning point and $100R$, the integral of $\kappa$ is 63.2. Solving the wave equation gives 64.3 for the logarithm of the amplitude ratio; the integral omits a slowly varying prefactor. The amplitude at $100R$ is thus smaller by about $e^{-64}$, and the hundredfold margin survives the wave correction.

## Lower and higher energies

The bound $K/(E_c+D)$ grows as $E_c$ falls, so a slower head-on collision keeps the nuclei at least as safely apart. As $E_c\to0$ it tends to

$$\frac KD=\frac{100.80}{7.78}=13.0\ \text{pm},$$

still about two thousand times $R$. The expansion in $\delta$ fails in this limit. It needs $d\ll a$, and $d=a$ already at $E_c=100.80/14.27=7.1$ keV, or about 10 keV in the laboratory. The full screening function is then needed, though the bound still holds.

At high energy the screening correction shrinks in relative terms, but the nuclei come closer. The ratio falls to 100 when $r=100R=0.631$ pm. The two-term potential gives

$$E_c=\frac{100.80}{0.631}-7.78=152\ \text{keV},\qquad E=152\times\frac{38.986}{27.977}=212\ \text{keV}.$$

The full ZBL function gives 211 keV. Its fitted release is still slightly larger than $D$ here, so it lets the nuclei come about 0.1 % closer than the estimated bound; a difference this small lies within the accuracy of the fit. With the radii from the rough rule, the hundredfold statement therefore belongs to energies below roughly 210 keV; with the larger radii matched to measured charge radii, the limit is about 186 keV. Point nuclei do not fail there: the shape correction is then at most about $5\times10^{-5}$, since halving the distance multiplies it by four.

## The collision in an implanted wafer

Boron at 100 keV is an ordinary implant for fairly deep doping of silicon; shallow junctions use much lower energies. In a wafer the assumption of an isolated, head-on encounter at full energy is usually broken. An off-centre collision leaves some energy in sideways motion at closest approach, so $V<E_c$ there and the distance is larger. Earlier slowing also increases it: removing 1 keV from the relative motion adds 1.3 %. The ZBL potential of a neighbouring atom at a rough bond length of 0.235 nm is 0.6 eV, negligible beside 72 keV. Thermal motion of the silicon atom at 300 K, estimated classically, changes the collision energy by about 0.05 %. Natural silicon and an unselected boron beam contain other isotopes; for boron-10 on silicon-30 the ratio falls from 201 to 193. None of these effects threatens the use of point nuclei, whereas omitting electronic screening would put the head-on distance wrong by about a tenth.

## Numbers as computed

```
Boron laboratory energy: 100 keV
Atomic masses B-11, Si-28: 11.009, 27.977 u
Coulomb constant k: 1.43996 keV pm
k Z1 Z2: 100.80 keV pm
Energy of relative motion: 71.76 keV
Common-motion energy at turning point: 28.24 keV
Bare-Coulomb closest approach: 1.4046 pm
HF energy of B: -24.53 hartree
HF energy of Si: -288.85 hartree
HF energy of K (united atom): -599.16 hartree
Electronic energy release D: 7.78 keV
Lower bound with HF value of D: 1.2673 pm
HF release near turning point: 7.42 keV
HF ground-state turning point: 1.2730 pm
ZBL screening length: 14.27 pm
ZBL screening factor at turning point: 0.9036
ZBL closest approach: 1.2693 pm = 1269 fm
Closest approach from trajectory: 1.2693 pm
Nuclear radius B-11: 2.67 fm
Nuclear radius Si-28: 3.64 fm
Sum of nuclear radii: 6.31 fm
Ratio, bare Coulomb: 223
Ratio, lower bound: 201
Ratio, ZBL: 201
D needed to reduce ratio to 100: 87.9 keV
Laboratory energy where ZBL ratio is 100: 211 keV
Two-ball test, separation / summed radii: 1.5
Two-ball relative deviation: 6e-14
Largest relative shape correction: 1.27e-05
Same as energy at turning point: 1.01 eV
Nuclear-force factor, range 2 fm: 10^(-274)
Reduced de Broglie wavelength: 6.07 fm
Wave blur of turning point: 34.9 fm
Blur / closest approach: 2.8 %
Amplitude damping exponent to 100 R: 63.2
Same from radial wave equation: 64.3
Boron speed / light speed: 0.00442
Thermal change of collision energy, 300 K: 0.045 %
ZBL potential of neighbour at 0.235 nm: 0.59 eV
Distance increase for 1 keV loss: 1.29 %
Ratio for B-10 on Si-30: 193
```
